# Does band convergence at a small dielectric cutoff converge the GW gap?

## Question

I am computing the one-shot GW gap of a semiconducting monolayer. My dielectric matrix contains plane waves up to 20 eV. At that cutoff I raised the number of bands from 160 to 459, in the polarizability and in the self-energy alike, and the gap changed by less than 0.1 meV. May I call the gap converged in empty bands, and then check the dielectric cutoff separately with a cheap, small number of bands?

## Answer

No. You have converged the band sum of a truncated problem. Write the gap as $g(E_c,N)$, with $E_c$ the dielectric cutoff and $N$ the number of bands. Your test shows that you have reached $g(20\ \mathrm{eV},\infty)$. It does not tell you how far that is from $g(\infty,\infty)$, because the cutoff decides which bands can matter.

### Where the two parameters enter

I use Hartree atomic units in the derivation and assume spin-paired electrons, time-reversal and inversion symmetry, and screening in the random-phase approximation (RPA). Let $\mathbf Q=\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal vector of the cell. The dielectric matrix keeps $Q^2/2<E_c$. Everything is built from

$$M_{nm}(\mathbf Q)=\langle n|e^{i\mathbf Q\cdot\mathbf r}|m\rangle .$$

For a transition of energy $\Delta$ from an occupied to an empty band, the resonant and antiresonant terms of the density response add to

$$\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=\frac{2\Delta}{(i\omega)^2-\Delta^2}=-\frac{2\Delta}{\omega^2+\Delta^2}.$$

With a factor 2 for spin, cell volume $V$ and $N_k$ sampled wavevectors,

$$\chi^0_{\mathbf G\mathbf G'}(i\omega)=-\frac{2}{VN_k}\sum_{\text{transitions}}M(\mathbf Q)M^*(\mathbf Q')\,\frac{2\Delta}{\omega^2+\Delta^2}.$$

The screened interaction obeys $W=v+v\chi^0W$. Solving this, and subtracting the bare interaction $v$, gives the part due to screening:

$$W^p=v^{1/2}\left[(1-v^{1/2}\chi^0v^{1/2})^{-1}-1\right]v^{1/2}.$$

The correlation self-energy is a convolution of the Green's function with $W^p$. Let $d_n=E-\varepsilon_n$, and let $W^p_{nn}$ be $W^p$ contracted with $M_{nm}$ on both sides, divided by $V$ and averaged over $\mathbf q$. Then

$$\Sigma_c(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\sum_n\frac{W^p_{nn}(\omega')}{d_n+\omega'} .$$

Take $E$ at a band edge. The pole at $\omega'=\varepsilon_n-E$ then lies at positive frequency just below the real axis if $n$ is empty, and at negative frequency just above it if $n$ is occupied. The poles of $W^p$ lie in the same two quadrants. Turning the contour onto the imaginary axis sweeps the other two quadrants, so no residues appear. With $\omega'=i\omega$ the prefactor becomes $i\cdot i/2\pi=-1/2\pi$, and

$$\frac1{d_n+i\omega}=\frac{d_n-i\omega}{d_n^2+\omega^2}.$$

Since $W^p_{nn}(i\omega)$ is even in $\omega$, the odd term integrates to zero and the even one doubles:

$$\Sigma_c(E)=-\frac1\pi\int_0^\infty d\omega\sum_n\frac{d_n}{d_n^2+\omega^2}\,W^p_{nn}(i\omega).$$

Because $W^p_{nn}(i\omega)$ is negative, empty states ($d_n<0$) push the level down and occupied states ($d_n>0$) push it up.

The level follows from $E=\varepsilon+\Sigma(E)-V_{xc}$, where $\Sigma$ is exchange plus correlation and $V_{xc}$ is the mean-field term it replaces. Expanding $\Sigma(E)\approx\Sigma(\varepsilon)+\Sigma'(\varepsilon)(E-\varepsilon)$ and collecting $E-\varepsilon$ gives

$$E=\varepsilon+Z\,[\Sigma(\varepsilon)-V_{xc}],\qquad Z=\frac1{1-\Sigma'(\varepsilon)} .$$

Two limits already show the trap. If the dielectric matrix contains no plane waves, $W^p=0$ and the gap is perfectly independent of $N$. If only the occupied bands are kept, $\chi^0=0$, again $W^p=0$, and the gap is perfectly independent of $E_c$. Both plateaus are flat, and both lack correlation altogether.

### Which bands a given cutoff can reach

Let $H=p^2/2+U(\mathbf r)$ with a local potential $U$. The factor $e^{i\mathbf Q\cdot\mathbf r}$ commutes with $U$ and shifts the momentum, $e^{-i\mathbf Q\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf Q\cdot\mathbf r}=\mathbf p+\mathbf Q$. Hence

$$e^{-i\mathbf Q\cdot\mathbf r}He^{i\mathbf Q\cdot\mathbf r}=H+\mathbf Q\cdot\mathbf p+\frac{Q^2}{2}.$$

Completeness gives $\sum_n|M_{nm}|^2=1$, so $|M_{nm}|^2$ is a probability distribution over final bands. Its mean excitation energy is

$$\sum_n|M_{nm}|^2(\varepsilon_n-\varepsilon_m)=\langle m|H-\varepsilon_m+\mathbf Q\cdot\mathbf p+\tfrac{Q^2}{2}|m\rangle=\frac{Q^2}{2}+\mathbf Q\cdot\langle\mathbf p\rangle .$$

For a nondegenerate state at a wavevector equivalent to its own negative, time reversal gives $\langle\mathbf p\rangle=0$, and the mean is $Q^2/2$. For the second moment, use $(H-\varepsilon_m)|m\rangle=0$, so that the shifted operator acting on $|m\rangle$ leaves $(\mathbf Q\cdot\mathbf p+Q^2/2)|m\rangle$. The squared norm of this vector is

$$\langle(\mathbf Q\cdot\mathbf p)^2\rangle+Q^2\langle\mathbf Q\cdot\mathbf p\rangle+\frac{Q^4}{4}=\langle(\mathbf Q\cdot\mathbf p)^2\rangle+\frac{Q^4}{4}.$$

Subtracting the squared mean $Q^4/4$ leaves the variance $\langle(\mathbf Q\cdot\mathbf p)^2\rangle$.

So a momentum transfer $Q$ leads to bands near $Q^2/2$ above the starting level, with a spread of at most $Q\,p_{\rm rms}$, where $p_{\rm rms}$ is the largest rms momentum along any direction. The largest transfer in the matrix is $G_c=\sqrt{2E_c}$. Allowing two standard deviations gives a matching energy

$$E_{\rm reach}=E_c+2G_c\,p_{\rm rms}$$

above the edge. It is a working rule, not a bound: the distribution has tails, and occupied states at general wavevectors add the shift $\mathbf Q\cdot\langle\mathbf p\rangle$. A nonlocal pseudopotential does not commute with $e^{i\mathbf Q\cdot\mathbf r}$ and adds further terms.

This explains your plateau. Bands far above $E_{\rm reach}$ have almost no matrix elements with the plane waves you kept. They would matter through larger $Q$, which your matrix omits. Completing the band sum analytically would not help either, since that delivers $g(E_c,\infty)$.

### A worked monolayer

Take a square cell of side $a=0.32$ nm with two electrons and

$$U=-e^{-z^2/2s^2}\left[D+2U_1\left(\cos\tfrac{2\pi x}{a}+\cos\tfrac{2\pi y}{a}\right)\right],$$

with $s=0.08$ nm, $D=22.0$ eV and $U_1=2.2$ eV. The cell is 0.70 nm high, and the Coulomb interaction is truncated between periodic images. I treat $U$ as a Kohn–Sham potential whose exchange-correlation part is LDA exchange. The mean-field gap is 1.410 eV, from M to X. The wavevector mesh is $2\times2$ and the wavefunction cutoff 200 eV, which gives 459 bands. Bare exchange uses a fixed set of plane waves, up to 80 eV here and up to 110 eV in the larger basis used below, so within each basis $E_c$ acts through $W^p$ alone.

The moment formulas were tested on both edges for all transfers with $Q^2/2$ below 40 eV; the largest relative errors were 0.007% for the mean and 0.017% for the variance. The frequency integral was tested at $E_c=50$ eV with 80 bands against an explicit sum over RPA excitation energies, and the self-energies agreed to $10^{-10}$ eV.

The GW gap in eV is:

| $E_c$ (eV) | 20 bands | 40 bands | 160 bands | all bands |
|---|---|---|---|---|
| 20 | 1.929 | 1.929 | 1.931 | 1.931 |
| 35 | 2.320 | 2.321 | 2.321 | 2.321 |
| 50 | 2.494 | 2.513 | 2.518 | 2.518 |
| 65 | 2.561 | 2.602 | 2.623 | 2.624 |
| 80 | 2.582 | 2.644 | 2.686 | 2.688 |

The first row is your situation: flat to below 0.1 meV from 160 bands to all. Yet a larger basis (270 eV, 726 bands) with $E_c=110$ eV gives 2.764 eV. The flat value lies 0.83 eV below it.

The matching rule accounts for the flatness. Here $p_{\rm rms}=9.98\ \mathrm{nm^{-1}}$. With $\hbar^2/m=0.0762\ \mathrm{eV\,nm^2}$, a 20 eV cutoff means $G_c=\sqrt{2\times20/0.0762}=22.9\ \mathrm{nm^{-1}}$, so

$$E_{\rm reach}=20+2(0.0762)(22.9)(9.98)\approx55\ \mathrm{eV}.$$

That corresponds to 58 bands. At 80 eV the reach is 150 eV and the count 281. At all five cutoffs in the table, going from the matched count to all bands moves the gap by less than 0.1 meV. Each edge moves by less than 0.5 meV. With only 20 bands the gap also comes within about 2 meV at the two smallest cutoffs, but by cancellation: both edges are still about 30 meV too high at 20 eV and about 120 meV too high at 35 eV.

### Why separate checks fail

Suppose you add two one-parameter corrections, starting from 1.929 eV at 20 eV and 20 bands. More bands at fixed cutoff add 0.002 eV. A higher cutoff at fixed 20 bands adds $2.582-1.929=0.653$ eV. The sum predicts 2.584 eV, but raising both gives 2.688 eV. The missing 0.104 eV is the interdependence: it appears when high bands and large $\mathbf Q$ are present together. In this model the larger part of the error comes from the small cutoff itself, and the band test is blind to both parts.

The reverse check, raising $E_c$ with few bands, can also deceive. With 40 bands, going from 65 to 80 eV moves the conduction edge by 2.7 meV, although at 80 eV that edge is 114 meV from its all-band value. The valence edge moves by −39 meV while its band error is 159 meV. In the gap these band errors partly cancel, $114-159=-45$ meV, whereas the last cutoff step is $2.7+38.7\approx41$ meV. The gap therefore shows no plateau here, and it hides how wrong the individual levels are. That matters if you also need band alignments or ionization energies.

Nor does one small joint step prove much. With all bands, the conduction edge rises by 11.5 meV from 20 to 35 eV and falls by 16.7 meV from 65 to 80 eV. The gap as a whole is not monotonic either. Without $W^p$ it would be the mean-field gap plus the exchange correction, $1.410+1.876=3.286$ eV. The first plane waves pull it down to 1.931 eV, and the later ones raise it again.

### How far from converged is the best value?

Along the joint sequence the gap changes by 26.0, 13.1, 7.0, 4.3 and 2.5 meV per eV of cutoff. The steps slow down, but the last one, from 80 to 110 eV, is still 74 meV.

That step is not an error bar. Placing the last two rates at the middle of their intervals, 72.5 and 95 eV, gives a local decay exponent $\ln(4.3/2.5)/\ln(95/72.5)\approx2$. If the rate went on falling as $C/E_c^2$, the remainder beyond 110 eV would be $C/110$, while the last step was $C(1/80-1/110)$. Their ratio is

$$\frac{1/110}{1/80-1/110}=\frac{80}{110-80}\approx2.7,$$

so about 0.2 eV would remain. This law falls too slowly: carrying the joint sequence on to 180 eV, in a 320 eV basis, adds 0.05 eV where it predicts 0.08 eV. A rate falling as $E_c^{-5/2}$ would leave $1/[(110/80)^{3/2}-1]\approx1.6$ times the last step, or about 0.12 eV. That law also overshoots somewhat: it predicts 0.06 eV up to 180 eV. Going on to 240 eV, in a 450 eV basis, brings the total gain beyond 110 eV to 0.068 eV, and the step from 180 to 240 eV is still 15 meV. The remainder is thus about 0.09 eV, an estimate rather than a converged result, and larger than the 74 meV step that preceded it.

Other settings, changed one at a time at $E_c=80$ eV with all bands, compare as follows. The larger wavefunction basis, together with its larger set of plane waves for bare exchange, shifts the gap by 2 meV and a cell height of 0.90 nm by 9 meV. (At $E_c=20$ eV the same change of height lowers the gap by 21 meV, so the difference between 20 and 80 eV grows from 0.76 to 0.79 eV.) The numerical average of the Coulomb interaction in the bare exchange, which is singular at zero wavevector, makes all absolute gaps on the $2\times2$ mesh about 5 meV too low; because it is multiplied by $Z$, this offset varies slightly, from 5.1 meV at 20 eV to 4.7 meV at 80 eV, and cancels to about 0.5 meV in the differences between the cutoffs of the table. Using the corrected gap in the energies of both $G$ and $W$ raises it by 89 meV. A $4\times4$ mesh raises it by 1.2 eV, to 3.9 eV, so the absolute gaps in the table are not converged in the mesh. The cutoff error survives, with a different size: between 20 and 80 eV it is 0.76 eV on the $2\times2$ mesh, 0.51 eV on the $4\times4$ mesh and 0.48 eV on a $6\times6$ mesh. The gap itself still rises by about 0.3 eV from the $4\times4$ to the $6\times6$ mesh.

### What carries over to a real monolayer

The lattice constant is roughly that of monolayer MoS$_2$, but the model is not that material. MoS$_2$ has 18 valence electrons per cell instead of two, its direct gap lies at K, and its Mo $d$ states are more compact. Larger momenta in a state increase $p_{\rm rms}$ and hence the reach, so neither 281 bands nor 80 eV should be copied. The model gaps, which still shift by 1.2 eV with the mesh, say nothing about the gap of MoS$_2$. In a device the layer is not isolated: a surrounding dielectric typically lowers the quasiparticle gap by some tenths of an eV. Spin-orbit coupling, also absent here, splits the valence edge of MoS$_2$ by roughly 0.15 eV. Both are comparable to or smaller than the cutoff error found above, so an absolute gap with such an error cannot be compared with experiment at that level. Differences between levels or calculations at equal settings may converge faster, but that must be checked too.

### What to do instead

1. Choose $E_c$, estimate $E_{\rm reach}$, and include bands up to that energy. Match by energy, not by a remembered band count: at high energy the number of bands below a given energy grows in proportion to the cell volume, so extra vacuum requires more bands.
2. At that same $E_c$, add more bands to confirm that the sum is complete.
3. Raise $E_c$ and the bands together, and repeat both steps. Follow the two edge levels as well as the gap.
4. Stop when several successive joint steps, and a cautious estimate of the remainder, are below your target. Converge the wavevector mesh as well, and repeat the cutoff comparison on a finer mesh, since the cutoff error itself depends on it.

Your flat band curve completes step 2 at 20 eV for the gap; the two edge levels should be checked as well. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
lattice constant 0.32 nm; layer width s 0.08 nm
cell height 0.70 nm; basis cutoff 200 eV
well depth D 22.0 eV; modulation U 2.2 eV
bands in full basis 459; occupied bands 1
mean-field gap M to X 1.410 eV
exchange minus LDA exchange, gap part 1.876 eV
Z at 80 eV, all bands: VBM 0.829, CBM 0.878
pole-sum check: sigma error 9.3e-11 eV
pole-sum check: slope error 1.5e-09
mean-energy identity, largest error 0.007 percent
variance identity, largest error 0.017 percent
largest directional rms momentum 9.98 1/nm
GW gap in eV; columns: 20, 40, 80, 160, all bands
cutoff 20 eV: 1.929  1.929  1.931  1.931  1.931
cutoff 35 eV: 2.320  2.321  2.320  2.321  2.321
cutoff 50 eV: 2.494  2.513  2.516  2.518  2.518
cutoff 65 eV: 2.561  2.602  2.616  2.623  2.624
cutoff 80 eV: 2.582  2.644  2.674  2.686  2.688
matched bands: cutoff eV, G vectors, reach eV, bands, gap eV
20  14  54.9  58  1.931
35  34  81.1  109  2.321
50  57  105.1  166  2.518
65  83  127.8  222  2.624
80  113  149.7  281  2.688
largest matched-to-all gap shift 0.0 meV
gap, 20 eV cutoff, 160 to all bands 0.0 meV
gap, 20 eV cutoff, all bands, minus best -833.0 meV
gap, 40 bands, cutoff 65 to 80 eV 41.4 meV
gap, 80 eV cutoff, 40 minus all bands -44.8 meV
levels, 20 eV, 160 to all bands: VBM -0.0, CBM -0.0 meV
levels, all bands, 20 minus 80 eV: VBM 829.0, CBM 71.8 meV
levels, 40 bands, 65 to 80 eV: VBM -38.7, CBM 2.7 meV
levels, 80 eV, 40 minus all bands: VBM 159.2, CBM 114.4 meV
levels, all bands, 20 to 35 eV: VBM -378.4, CBM 11.5 meV
levels, all bands, 65 to 80 eV: VBM -81.3, CBM -16.7 meV
basis 270 eV: bands 726, gap at 80 eV 2.690 eV
basis 200 to 270 eV shift 1.9 meV
best joint gap, cutoff 110 eV 2.764 eV
joint step, cutoff 80 to 110 eV 73.9 meV
gap change per eV of cutoff, five joint steps, meV/eV: 26.0  13.1  7.0  4.3  2.5
cell height 0.70 to 0.90 nm 8.8 meV
4x4 mesh gap at 80 eV, all bands 3.905 eV
mesh 2x2 to 4x4 shift 1216.5 meV
4x4 mesh, 20 minus 80 eV -510.2 meV
updated energies, gap at 80 eV 2.777 eV
updated, 20 minus 80 eV -718.7 meV
thermal energy at 300 K 25.9 meV
```
